# Why a Standing-Wave Node Suppresses Absorption in Thin Mirror Contamination: a numerical check

```python
"""
Result under test: a very thin absorbing film on a mirror of reflectance R
absorbs Q0 = ((1+sqrt(R))/(1-sqrt(R)))**2 times more light at an electric
antinode than at a node; Q0 exceeds 100 for R = 0.70.
Finite film thickness d changes this to 1/Q = 1/Q0 + (k d)**2/3.

Symbols: k = 2 pi/wavelength, eps = complex permittivity (time factor
exp(-i omega t)), E = tangential electric field, H = c times tangential
magnetic flux density, r = amplitude reflection coefficient for E.
Lengths are in nm. Optical constants are rough typical values at 13.5 nm.
"""
import cmath
import math
import numpy as np
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq, minimize_scalar

WAVELENGTH = 13.5
K = 2 * math.pi / WAVELENGTH
R = 0.70
RHO = math.sqrt(R)
N_CARBON = 0.96 + 0.007j
N_MO = 0.924 + 0.0064j
N_SI = 0.999 + 0.0018j
EPS_C = N_CARBON**2


def vacuum_admittance(theta, pol):
    return math.cos(theta) if pol == "s" else 1 / math.cos(theta)


def move_up(E, H, eps, distance, k, theta=0.0, pol="s"):
    """Fields a given distance nearer the light source in one medium."""
    s2 = math.sin(theta)**2
    a, b = (1.0, eps - s2) if pol == "s" else (1 - s2 / eps, eps)
    q = cmath.sqrt(a * b)
    c, s = cmath.cos(k * q * distance), cmath.sin(k * q * distance)
    return E * c - 1j * a / q * s * H, H * c - 1j * b / q * s * E


def mirror_fields(r, theta=0.0, pol="s"):
    return 1 + r, vacuum_admittance(theta, pol) * (1 - r)


def film_absorptance(fields, eps, d, k=K, theta=0.0, pol="s"):
    """Difference of energy fluxes above and below the film."""
    E, H = fields
    Et, Ht = move_up(E, H, eps, d, k, theta, pol)
    y0 = vacuum_admittance(theta, pol)
    incident = y0 * abs((Et + Ht / y0) / 2)**2
    return ((Et * Ht.conjugate()).real
            - (E * complex(H).conjugate()).real) / incident


def contrast(d, eps=EPS_C, reflectance=R, theta=0.0, pol="s"):
    rho = math.sqrt(reflectance)
    high = film_absorptance(mirror_fields(rho, theta, pol), eps, d,
                            theta=theta, pol=pol)
    low = film_absorptance(mirror_fields(-rho, theta, pol), eps, d,
                           theta=theta, pol=pol)
    return high / low


# Flux calculation against direct integration of Maxwell's equations
for r_test in (-RHO, RHO, RHO * cmath.exp(0.8j)):
    E0, H0 = mirror_fields(r_test)

    def rhs(height, y):
        return [-1j * K * y[1], -1j * K * EPS_C * y[0],
                K * EPS_C.imag * abs(y[0])**2]

    sol = solve_ivp(rhs, (0, 1.0), np.array([E0, H0, 0], complex),
                    rtol=1e-10, atol=1e-13)
    Et, Ht, absorbed = sol.y[:, -1]
    direct = absorbed.real / abs((Et + Ht) / 2)**2
    assert abs(film_absorptance((E0, H0), EPS_C, 1.0) / direct - 1) < 1e-6

# Thin-film absorption and its independence of film material
Q0 = ((1 + RHO) / (1 - RHO))**2
D_TINY = 1e-4
for phase in (0.0, 0.7, 2.0, math.pi):
    r_test = RHO * cmath.exp(1j * phase)
    exact = film_absorptance(mirror_fields(r_test), EPS_C, D_TINY)
    thin = K * D_TINY * EPS_C.imag * abs(1 + r_test)**2
    assert abs(exact / thin - 1) < 1e-3
for eps_test in (EPS_C, 2 + 1j, -3 + 0.5j):
    assert abs(contrast(D_TINY, eps_test) / Q0 - 1) < 1e-3
assert Q0 > 100

# Least reflectance for a hundredfold contrast
R_min = (9 / 11)**2
R_root = brentq(lambda x: contrast(D_TINY, reflectance=x) - 100, 0.5, 0.8)
assert abs(R_root - R_min) < 1e-4

# Finite thickness
for d in (0.1, 0.3, 1.0):
    law = 1 / (1 / Q0 + (K * d)**2 / 3)
    assert abs(contrast(d) / law - 1) < 0.05
d_law = math.sqrt(3 * (0.01 - 1 / Q0)) / K
d_max = brentq(lambda d: contrast(d) - 100, 0.01, 1.0)
assert abs(d_max / d_law - 1) < 0.03

# Error in the position of the node
cos_delta = 1 - ((1 + RHO)**2 / 100 - (1 - RHO)**2) / (2 * RHO)
delta_max = math.acos(cos_delta)
h_max = delta_max / (2 * K)


def displaced_contrast(h):
    # Moving the reflecting plane down by h in vacuum displaces the node.
    shifted = move_up(*mirror_fields(-RHO), 1.0, h, K)
    high = film_absorptance(mirror_fields(RHO), EPS_C, D_TINY)
    return high / film_absorptance(shifted, EPS_C, D_TINY)


h_root = brentq(lambda h: displaced_contrast(h) - 100, 0.001, 1.0)
assert abs(h_root / h_max - 1) < 0.01

# Oblique incidence
THETA = math.radians(6)


def p_contrast_formula(theta):
    g = math.tan(theta)**2 / abs(EPS_C)**2
    return (1 + g / Q0) / (1 / Q0 + g)


for angle in (THETA, math.radians(25)):
    assert abs(contrast(D_TINY, theta=angle) / Q0 - 1) < 1e-3
    numeric = contrast(D_TINY, theta=angle, pol="p")
    assert abs(numeric / p_contrast_formula(angle) - 1) < 1e-3
    for r_test in (-RHO, RHO):
        numeric = film_absorptance(mirror_fields(r_test, angle, "p"),
                                   EPS_C, D_TINY, theta=angle, pol="p")
        square = (math.cos(angle)**2 * (1 + r_test)**2
                  + math.sin(angle)**2 * (1 - r_test)**2 / abs(EPS_C)**2)
        thin = K * D_TINY * EPS_C.imag * square / math.cos(angle)
        assert abs(numeric / thin - 1) < 1e-3
g_max = (0.01 - 1 / Q0) / (1 - 0.01 / Q0)
theta_max = math.atan(abs(EPS_C) * math.sqrt(g_max))
theta_root = brentq(lambda a: contrast(D_TINY, theta=a, pol="p") - 100,
                    0.001, 0.3)
assert abs(theta_root / theta_max - 1) < 0.01
unpolarized = [sum(film_absorptance(mirror_fields(s * RHO, THETA, p),
                                    EPS_C, D_TINY, theta=THETA, pol=p)
                   for p in "sp") for s in (1, -1)]
Q_unpol = unpolarized[0] / unpolarized[1]

# Intensity sampled by electrons escaping from a thick silicon cap
ESCAPE = 1.0
electron_intensity = []
for sign in (1, -1):
    E0, H0 = mirror_fields(sign * RHO)
    numeric = quad(lambda s: math.exp(-s / ESCAPE) / ESCAPE
                   * abs(move_up(E0, H0, N_SI**2, -s, K)[0])**2,
                   0, 20 * ESCAPE)[0]
    formula = 1 + R + sign * 2 * RHO / (1 + (2 * K * ESCAPE)**2)
    assert abs(numeric / formula - 1) < 0.03
    electron_intensity.append(formula)
Q_electron = electron_intensity[0] / electron_intensity[1]

# Mo/Si multilayer on a silicon substrate, with molybdenum below the cap
MO_FRACTION = 0.40


def stack_fields(pairs, period, cap, wavelength=WAVELENGTH):
    k = 2 * math.pi / wavelength
    E, H = 1.0 + 0j, N_SI
    for _ in range(pairs):
        E, H = move_up(E, H, N_SI**2, (1 - MO_FRACTION) * period, k)
        E, H = move_up(E, H, N_MO**2, MO_FRACTION * period, k)
    return move_up(E, H, N_SI**2, cap, k)


def stack_r(*args):
    E, H = stack_fields(*args)
    return (E - H) / (E + H)


def find_cap(pairs, period, sign):
    """Smallest cap above 2 nm giving real r of the chosen sign."""
    grid = np.linspace(2.0, 9.2, 50)
    values = [stack_r(pairs, period, t) for t in grid]
    for i in range(len(grid) - 1):
        if (values[i].imag * values[i + 1].imag <= 0
                and sign * values[i].real > 0):
            return brentq(lambda t: stack_r(pairs, period, t).imag,
                          grid[i], grid[i + 1])
    raise RuntimeError("no cap thickness found")


designs = []
for pairs in range(20, 61):
    best = minimize_scalar(lambda p: -abs(stack_r(pairs, p, 0.0))**2,
                           bounds=(6.7, 7.2), method="bounded")
    cap = find_cap(pairs, best.x, -1)
    reflectance = abs(stack_r(pairs, best.x, cap))**2
    designs.append((abs(reflectance - R), pairs, best.x, cap))
_, pairs, period, cap_node = min(designs)
cap_anti = find_cap(pairs, period, 1)
r_node = stack_r(pairs, period, cap_node)
r_anti = stack_r(pairs, period, cap_anti)
assert abs(abs(r_node)**2 - R) < 0.01


def stack_absorptance(cap, d, wavelength=WAVELENGTH):
    k = 2 * math.pi / wavelength
    E, H = stack_fields(pairs, period, cap, wavelength)
    return film_absorptance((E, H), EPS_C, d, k)


Q_stack = (stack_absorptance(cap_anti, 0.001)
           / stack_absorptance(cap_node, 0.001))
Q_stack_law = abs(1 + r_anti)**2 / abs(1 + r_node)**2
assert abs(Q_stack / Q_stack_law - 1) < 1e-3
assert Q_stack > 100
Q_stack_03 = stack_absorptance(cap_anti, 0.3) / stack_absorptance(cap_node, 0.3)

# Flat 2 percent wavelength band with fixed optical constants
band = WAVELENGTH * np.linspace(0.99, 1.01, 81)


def band_contrast(d):
    high, low = [np.trapezoid([stack_absorptance(c, d, w) for w in band], band)
                 if hasattr(np, "trapezoid") else
                 np.trapz([stack_absorptance(c, d, w) for w in band], band)
                 for c in (cap_anti, cap_node)]
    return high / low


Q_band = band_contrast(0.001)
Q_band_03 = band_contrast(0.3)
assert Q_band < Q_stack
edge_phase = [math.degrees(cmath.phase(-stack_r(pairs, period, cap_node, w)))
              for w in (band[0], band[-1])]

print(f"Wavelength: {WAVELENGTH:.1f} nm; k = {K:.4f} 1/nm")
print(f"Mirror reflectance: {R:.2f}; amplitude: {RHO:.4f}")
print(f"Carbon index (rough): {N_CARBON.real:.3f} + {N_CARBON.imag:.4f} i")
print(f"Carbon permittivity: {EPS_C.real:.4f} + {EPS_C.imag:.5f} i")
print(f"Node intensity / incident: {(1-RHO)**2:.5f}")
print(f"Antinode intensity / incident: {(1+RHO)**2:.4f}")
print(f"Thin-film contrast Q0: {Q0:.1f}")
print(f"Least reflectance for contrast 100: {R_min:.4f}")
print(f"Q0 at reflectance 0.65: {contrast(D_TINY, reflectance=0.65):.1f}")
for d in (0.1, 0.3, 1.0):
    low = film_absorptance(mirror_fields(-RHO), EPS_C, d)
    high = film_absorptance(mirror_fields(RHO), EPS_C, d)
    law = 1 / (1 / Q0 + (K * d)**2 / 3)
    print(f"Film {d:.1f} nm: node absorptance {low:.3e}, antinode {high:.3e}")
    print(f"Film {d:.1f} nm: contrast {high/low:.1f}, thickness law {law:.1f}")
print(f"Thickness for contrast 100: full {d_max:.3f} nm, law {d_law:.3f} nm")
print(f"That thickness / wavelength: {d_max/WAVELENGTH:.5f}")
print(f"Phase error for contrast 100: {math.degrees(delta_max):.2f} degrees")
print(f"Node displacement for contrast 100: {h_max:.3f} nm")
print(f"At {math.degrees(THETA):.0f} degrees, thin film: s contrast "
      f"{contrast(D_TINY, theta=THETA):.1f}")
print(f"Same angle: p contrast {p_contrast_formula(THETA):.1f}, "
      f"unpolarized {Q_unpol:.1f}")
print(f"Angle for p contrast 100: {math.degrees(theta_max):.2f} degrees")
print(f"Electron escape depth (rough): {ESCAPE:.1f} nm")
print(f"Escape-weighted intensity: node {electron_intensity[1]:.3f}, "
      f"antinode {electron_intensity[0]:.3f}")
print(f"Escape-weighted intensity contrast: {Q_electron:.2f}")
print(f"Mo index (rough): {N_MO.real:.3f} + {N_MO.imag:.4f} i")
print(f"Si index (rough): {N_SI.real:.3f} + {N_SI.imag:.4f} i")
print(f"Mo/Si stack: {pairs} pairs, period {period:.3f} nm, "
      f"Mo fraction {MO_FRACTION:.2f}")
print(f"Si cap: node {cap_node:.3f} nm, antinode {cap_anti:.3f} nm")
print(f"Stack reflectance: node {abs(r_node)**2:.4f}, "
      f"antinode {abs(r_anti)**2:.4f}")
print(f"Stack contrast, 0.001 nm carbon: {Q_stack:.1f}")
print(f"Stack contrast, 0.3 nm carbon: {Q_stack_03:.1f}")
print(f"Wavelength band: {band[0]:.3f} to {band[-1]:.3f} nm")
print(f"Node phase error at band edges: {edge_phase[0]:.1f}, "
      f"{edge_phase[1]:.1f} degrees")
print(f"Band contrast, 0.001 nm carbon: {Q_band:.1f}")
print(f"Band contrast, 0.3 nm carbon: {Q_band_03:.1f}")
print("verified")
```

It prints:

```
Wavelength: 13.5 nm; k = 0.4654 1/nm
Mirror reflectance: 0.70; amplitude: 0.8367
Carbon index (rough): 0.960 + 0.0070 i
Carbon permittivity: 0.9216 + 0.01344 i
Node intensity / incident: 0.02668
Antinode intensity / incident: 3.3733
Thin-film contrast Q0: 126.4
Least reflectance for contrast 100: 0.6694
Q0 at reflectance 0.65: 86.9
Film 0.1 nm: node absorptance 1.820e-05, antinode 2.107e-03
Film 0.1 nm: contrast 115.8, thickness law 115.9
Film 0.3 nm: node absorptance 9.062e-05, antinode 6.279e-03
Film 0.3 nm: contrast 69.3, thickness law 69.4
Film 1.0 nm: node absorptance 1.597e-03, antinode 1.979e-02
Film 1.0 nm: contrast 12.4, thickness law 12.5
Thickness for contrast 100: full 0.170 nm, law 0.170 nm
That thickness / wavelength: 0.01257
Phase error for contrast 100: 5.26 degrees
Node displacement for contrast 100: 0.099 nm
At 6 degrees, thin film: s contrast 126.4
Same angle: p contrast 47.8, unpolarized 69.6
Angle for p contrast 100: 2.41 degrees
Electron escape depth (rough): 1.0 nm
Escape-weighted intensity: node 0.803, antinode 2.597
Escape-weighted intensity contrast: 3.23
Mo index (rough): 0.924 + 0.0064 i
Si index (rough): 0.999 + 0.0018 i
Mo/Si stack: 29 pairs, period 6.917 nm, Mo fraction 0.40
Si cap: node 4.080 nm, antinode 7.459 nm
Stack reflectance: node 0.6991, antinode 0.6917
Stack contrast, 0.001 nm carbon: 124.9
Stack contrast, 0.3 nm carbon: 68.7
Wavelength band: 13.365 to 13.635 nm
Node phase error at band edges: 25.0, -27.1 degrees
Band contrast, 0.001 nm carbon: 39.0
Band contrast, 0.3 nm carbon: 31.2
verified
```
